Ion energy for the most efficient ion-assisted etching

**Setting**

A surface is etched by ions that arrive with kinetic energy E while reactive neutral atoms cover it. When the neutral supply is so large that the surface stays fully covered (saturated), the mean number of surface atoms removed per ion is modelled by

Y(E) = A(√E − √Eth) for E > Eth,
Y(E) = 0 for E ≤ Eth.

The threshold Eth > 0 and the slope A > 0 do not depend on E. All ions strike at one angle, and Y counts ion-induced removal alone. "Energy delivered" means the kinetic energy that the ions bring to the surface. In the algebra, energies are in hartree and A is in hartree^(−1/2). The equations keep their form when energies are in eV and A is in eV^(−1/2), as in the numerical parts.

**(a) Show that the number of atoms removed per unit of ion energy delivered is greatest at E = 4Eth. Find the yield and the energy spent per removed atom there.**

*Answer.* An energy W is delivered by W/E ions, which remove (W/E)Y atoms. The quantity to maximise is therefore Y/E. It is zero up to the threshold and positive above it, so the maximum lies at E > Eth. Define

w = √(Eth/E), with 0 < w < 1.

Then √E = √Eth/w and E = Eth/w², so that

Y/E = A(√Eth/w − √Eth) w²/Eth = (A/√Eth) w(1 − w).

Completing the square gives

w(1 − w) = 1/4 − (w − 1/2)².

The square is never negative and vanishes only at w = 1/2. Hence √(Eth/E) = 1/2, which means

E = 4Eth.

At this energy

Y = A(2√Eth − √Eth) = A√Eth,
Y/E = A/(4√Eth),
E/Y = 4√Eth/A.

The last line is the least ion energy per removed atom.

The factor 1 − w expresses the cost of the threshold: near Eth an ion brings energy but removes almost nothing. The factor w expresses the slow growth of the square root: far above Eth, Y/E falls as A/√E. The derivative shows the same balance:

d(Y/E)/dE = A[√Eth/E² − 1/(2E^(3/2))] = A(2√Eth − √E)/(2E²).

It is positive between Eth and 4Eth and negative above 4Eth.

This is a maximum of energy efficiency, not of etch rate at fixed ion flux. At fixed ion flux the rate is proportional to Y, which rises with E throughout E > Eth.

**(b) Over what range of energies does Y/E stay above a fraction η of its maximum, where 0 < η < 1?**

*Answer.* The maximum of w(1 − w) is 1/4, so the edges of the range obey w(1 − w) = η/4. With the completed square,

(w − 1/2)² = (1 − η)/4,
w = [1 ± √(1 − η)]/2.

Since E = Eth/w²,

E = 4Eth/[1 ± √(1 − η)]².

The plus sign gives the lower edge. For η = 0.9 the root is √0.1 = 0.316, and the edges are 2.31Eth and 8.56Eth. The maximum is broad, and in E it extends further upward than downward.

**(c) The ions now have a distribution of energies. Can this improve on the result of (a)?**

*Answer.* N ions remove N⟨Y⟩ atoms and deliver N⟨E⟩, so the efficiency is ⟨Y⟩/⟨E⟩. For E > Eth,

AE/(4√Eth) − Y = A[E − 4√Eth√E + 4Eth]/(4√Eth)
= A(√E − 2√Eth)²/(4√Eth) ≥ 0.

For E ≤ Eth the yield is zero, and Y ≤ AE/(4√Eth) holds as well. Averaging over any distribution with ⟨E⟩ > 0 gives

⟨Y⟩/⟨E⟩ ≤ A/(4√Eth).

No distribution does better than a single energy of 4Eth. Equality requires every ion that carries energy to have E = 4Eth.

**(d) Silicon is etched by argon ions under chlorine atoms. Take the rough typical values Eth = 16 eV and A = 0.40 eV^(−1/2), and an ion power of 0.10 W/cm². The silicon lattice parameter is 0.5431 nm, with eight atoms per cubic cell. Find the optimum and its etch rate, and compare it with other energies at the same ion power.**

*Answer.* The optimum is

E = 4 × 16 eV = 64 eV (2.35 hartree).

There Y = 0.40 × (8 − 4) = 1.6 atoms per ion, and Y/E = 1.6/64 = 0.025 atoms per eV. Each removed atom costs 40 eV of ion energy.

The ion flux is the power divided by the energy per ion:

Γi = 0.10/(64 × 1.602×10⁻¹⁹) = 9.75×10¹⁵ cm⁻² s⁻¹.

The atom density is 8/(0.5431 nm)³ = 4.99×10²² cm⁻³. The surface therefore recedes at

1.6 × 9.75×10¹⁵/(4.99×10²²) = 3.12×10⁻⁷ cm/s,

which is about 187 nm/min. At the same ion power:

E = 25 eV: Y = 0.40, rate 120 nm/min
E = 36 eV: Y = 0.80, rate 167 nm/min
E = 100 eV: Y = 2.40, rate 180 nm/min
E = 144 eV: Y = 3.20, rate 167 nm/min
E = 256 eV: Y = 4.80, rate 141 nm/min

The rates at 36 and 144 eV agree because w is 2/3 and 1/3, and w(1 − w) is unchanged when w is replaced by 1 − w. The 90 % range from (b) runs from 37 to 137 eV. At fixed ion flux the comparison changes: going from 64 to 256 eV triples the etch rate of a saturated surface, but takes four times the ion power.

**(e) The neutral supply is now finite. A fraction θ of the surface sites is covered, and only covered sites are etched. Neutrals arrive with flux Γn and stick to empty sites with probability s; each removed atom takes c neutrals with it. Find the optimum at fixed ion power P per area, first for fixed Γn and then for fixed ratio R = Γn/Γi. Use s = 0.3, c = 3 and Γn = 2.64×10¹⁸ cm⁻² s⁻¹, the thermal flux of chlorine atoms at 10 mTorr and 500 K.**

*Answer.* In the steady state, neutrals are gained and lost at equal rates:

sΓn(1 − θ) = cΓiYθ,
θ = sΓn/(sΓn + cΓiY).

The flux of removed atoms is F = ΓiYθ. Inserting θ and inverting gives

1/F = 1/(ΓiY) + c/(sΓn).

*Fixed neutral flux.* With Γi = P/E,

1/F = E/(PY) + c/(sΓn).

The second term does not depend on E. F is greatest where E/Y is least, so the optimum remains at 4Eth although the surface is no longer saturated. This holds as long as s and c do not depend on E. Numerical maximisation with the chlorine flux reduced twentyfold also gives 64.00 eV. The condition matters little near saturation and much on a starved surface. If s, kept at 0.3 at 64 eV, rose as E^(1/4) or as E^(1/2), the optimum would move to 66 or 68 eV at the stated flux, but to 128 or 184 eV at the twentyfold lower flux.

For the stated flux, R = 2.64×10¹⁸/(9.75×10¹⁵) = 271 at 64 eV, and

θ = 0.3 × 271/(0.3 × 271 + 3 × 1.6) = 0.944.

The etch rate is 177 nm/min, about 6 % below the saturated value.

*Fixed flux ratio.* Multiply 1/F by P = EΓi and put k = c/(sR):

P/F = E/Y + kE.

With δ = √E − √Eth, we have E = (√Eth + δ)² and Y = Aδ, so

P/F = (Eth/δ + 2√Eth + δ)/A + k(√Eth + δ)².

Setting the derivative with respect to δ to zero gives

(1 − Eth/δ²)/A + 2k(√Eth + δ) = 0.

Multiplication by Aδ² and factorisation yield

(δ + √Eth)(2kAδ² + δ − √Eth) = 0.

The first factor is positive. The second rises from negative to positive as δ grows, so its positive root is the minimum of P/F:

δ = [−1 + √(1 + 8kA√Eth)]/(4kA).

At this root δ = √Eth − 2kAδ² < √Eth, so the optimum lies below 4Eth. With R held at 271, k = 0.0369, δ = 3.61 eV^(1/2) and E = (4 + 3.61)² ≈ 58 eV. The optimum moves down because, at fixed R, a higher yield per ion depletes the coverage.

**(f) Each ion also costs an energy C that does not depend on E. Which E removes the most atoms per unit of total energy, for a saturated surface?**

*Answer.* The total energy per removed atom is

(E + C)/Y = [(√Eth + δ)² + C]/(Aδ) = [(Eth + C)/δ + δ + 2√Eth]/A.

The terms that depend on δ can be written as

(Eth + C)/δ + δ = 2√(Eth + C) + [δ − √(Eth + C)]²/δ.

The minimum is at δ = √(Eth + C), so

E = [√Eth + √(Eth + C)]².

For C = 0 this returns 4Eth. A cost per ion favours fewer ions of higher energy.

Suppose the heat released when an argon ion is neutralised is counted, at a rough 16 eV. This is about the full ionisation energy, without deducting the energy needed to take the electron from the surface. The optimum becomes (4 + √32)² = 93 eV. A rough discharge cost of 50 eV for making each ion gives instead (4 + √66)² = 147 eV. By that second measure, working at 64 eV keeps 85 % of the best efficiency.

**(g) How far do the other simplifications matter for the silicon example?**

*Answer.* The parameters describe a low-pressure chlorine and argon plasma only roughly. In such a plasma chlorine ions also strike the surface, and the model leaves them out. Since a chlorine atom ionises at about 13 eV and argon at about 16 eV, chlorine ions need not be a minority when the two gases have similar pressures. The optimum found in (a) is proportional to Eth, so a 25 % error in the threshold moves it by 25 %. With a fixed cost per ion, as in (f), the relative shift is smaller.

In a radio-frequency sheath the ion energy is not single. Take a sinusoidal swing of ±20 eV about the mean, which has a mean square of 200 eV². All energies then stay above threshold when the mean is 64 eV. To second order, the change in mean yield is

½ × 200 × Y″ = −100A/(4E^(3/2)) = −0.0195,

or 1.2 % of 1.6. The full average gives 1.25 %. If the swing stays at ±20 eV, the fractional loss decreases as the mean energy rises, so the best mean energy moves up, to 68 eV. In a real sheath the swing depends on the voltage and the frequency. If it grows in proportion to the mean energy, the optimum moves only to about 65 eV. At low frequency the swing can be wide enough to bring some ions below threshold, and these estimates then no longer apply.

Some ions collide on the way. The Child law for a steady, collisionless sheath, with argon ions at 1.56 mA/cm² and a 64 V drop, gives a thickness of 0.53 mm. At 20 mTorr total pressure, 500 K and a rough charge-exchange cross-section of 0.5 nm², taken to be the same for argon and chlorine, the mean free path is 5.2 mm. The colliding share is 1 − exp(−0.53/5.2), about 10 %. This is not the loss of etching, since the fast neutrals formed can also etch. The figure is only an estimate of size. A radio-frequency sheath is not steady, and the Child law leaves out the electrons in the sheath and the entry speed of the ions, which make it thicker. Including these two for electron temperatures of 2 to 5 eV gives 0.65 to 1.3 mm, depending on the field assumed at the sheath edge, and a share of 12 to 22 %. On the other hand, argon ions may exchange charge less readily with chlorine than with argon, which would lower the share; with argon alone as partner and the Child thickness it is 5 %.

Chlorine may also remove silicon without ions. If each arriving chlorine atom removes q silicon atoms in this way, the extra removal per ion is qR. It reaches 1 % of the ion-induced removal at q = 0.01 × 1.6 × 0.944/271 ≈ 5.6×10⁻⁵. At fixed R the extra term qR/E grows without limit as E → 0, so the total removed per unit of ion energy formally has no maximum. For this q the extra term exceeds the peak only below about 0.6 eV; above threshold it moves the fixed-R optimum of (e) from 58 to about 57 eV. At fixed ion power and fixed Γn, the extra removal qΓn is the same at every E if q does not depend on E, and the optimum for the total stays at 4Eth.

Of the shifts of the optimum calculated in (e) to (g) for the stated chlorine flux, the one caused by the assumed discharge cost of 50 eV per ion is the largest. Within this model, the choice of 4Eth is a rule for limited ion power at the surface, with a narrow spread of ion energies and with the surface near saturation, or with the neutral flux fixed and s and c independent of E. It is not a rule for limited total power. It does not take account of selectivity, profile shape or damage. The main values used are listed in the numerical output.

Table of computed values

```
INPUTS (rough typical values)
threshold Eth = 16 eV
yield slope A = 0.40 eV^-1/2
ion power density = 0.10 W/cm2
silicon lattice parameter = 0.5431 nm
silicon atom density = 4.994e+22 cm^-3
FIXED ION POWER, SATURATED SURFACE
E (eV) | Y (atoms/ion) | Y/E (atoms/eV) | rate (nm/min)
   25 | 0.40 | 0.01600 | 120.0
   36 | 0.80 | 0.02222 | 166.6
   64 | 1.60 | 0.02500 | 187.5
  100 | 2.40 | 0.02400 | 180.0
  144 | 3.20 | 0.02222 | 166.6
  256 | 4.80 | 0.01875 | 140.6
OPTIMUM (numerical maximisation)
best energy = 64.000 eV = 2.3520 hartree
best energy / threshold = 4.0000
yield there = 1.600 atoms/ion
best Y/E = 0.02500 per eV = 0.6803 per hartree
least energy per removed atom = 40.00 eV
ion flux there = 9.752e+15 cm^-2 s^-1
ion current density there = 1.563 mA/cm2
etch rate there = 187.5 nm/min = 1875 A/min
90 % efficiency window = 36.9 to 136.9 eV
NEGLECTED EFFECTS
energy swing about mean = +/- 20 eV
efficiency lost by swing at 4 Eth = 1.25 %
best mean energy with swing = 67.8 eV
neutralisation energy = 16 eV per ion
best energy with it counted = 93.3 eV
discharge cost = 50 eV per ion
best energy with it counted = 147.0 eV
share of that best efficiency kept at 4 Eth = 85.1 %
Cl pressure = 10 mTorr, total = 20 mTorr
gas temperature = 500 K
Cl atom flux = 2.638e+18 cm^-2 s^-1
neutral-to-ion flux ratio at 4 Eth = 271
sticking = 0.3, Cl used per Si = 3
chlorine coverage at 4 Eth = 0.944
etch rate with this coverage = 177.0 nm/min
best energy at fixed flux ratio = 58.0 eV
best energy, fixed power, Cl flux / 20 = 64.00 eV
charge-exchange cross-section = 0.5 nm2
sheath thickness = 0.532 mm
ion mean free path = 5.18 mm
ions colliding in sheath = 9.8 %
Si lost per Cl arrival for 1 % extra = 5.58e-05
```
